# Ground-State Spin of a Hubbard Cluster with Two Same-Sublattice Vacancies: a program that tests the result

```python
"""
Result under test: a connected bipartite Hubbard cluster with U > 0 and one
electron per site has one ground multiplet of spin S = | |A| - |B| | / 2, so
taking two orbitals of one sublattice out of a balanced cluster gives S = 1.
Symbols: t hopping (eV), U on-site repulsion (eV), A and B the sublattices,
W the matrix of ground-state amplitudes after a particle-hole map of spin down.
A removed orbital stands for a dangling bond passivated by hydrogen.
"""
from functools import lru_cache
from itertools import combinations
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.sparse.csgraph import connected_components
from scipy.spatial.distance import cdist

t, U, spacing_nm = 0.05, 0.60, 0.77        # rough values, tight P_b-like cluster
SPIN_TAG = 0.0137                          # eV, separates spins in degenerate levels


@lru_cache(None)
def basis(L, n):
    return tuple(m for m in range(1 << L) if bin(m).count("1") == n)


@lru_cache(None)
def occupations(L, n):
    return np.array([[(m >> x) & 1 for x in range(L)] for m in basis(L, n)], float)


@lru_cache(None)
def annihilators(L, n):
    """Matrices of c_x from n to n-1 particles of one spin."""
    target = {m: i for i, m in enumerate(basis(L, n - 1))}
    ops = np.zeros((L, len(target), len(basis(L, n))))
    for j, m in enumerate(basis(L, n)):
        for x in range(L):
            if (m >> x) & 1:
                below = bin(m & ((1 << x) - 1)).count("1")
                ops[x, target[m ^ (1 << x)], j] = (-1) ** below
    return ops


def one_body(h, n):
    c = annihilators(len(h), n)
    return np.einsum("xki,xkj->ij", c, np.einsum("xy,ykj->xkj", h, c))


def hamiltonian(h, u, n_up, n_dn, V=None):
    L = len(h)
    up, dn = occupations(L, n_up), occupations(L, n_dn)
    diagonal = u * up @ dn.T
    if V is not None:                      # charges relative to one electron per site
        q = up[:, None, :] + dn[None, :, :] - 1
        diagonal = diagonal + 0.5 * np.sum((q @ V) * q, axis=2)
    H = np.kron(one_body(h, n_up), np.eye(len(dn)))
    H += np.kron(np.eye(len(up)), one_body(h, n_dn))
    return H + np.diag(diagonal.ravel())


@lru_cache(None)
def spin_squared(L, n):
    """S^2 = S^- S^+ in the sector with n up and n down electrons."""
    raise_up, lower_dn = annihilators(L, n + 1), annihilators(L, n)
    s_plus = sum(np.kron(raise_up[x].T, lower_dn[x]) for x in range(L))
    return s_plus.T @ s_plus


def joint_levels(H, S2):
    """Energies and spins of common eigenstates of H and S^2, sorted by energy."""
    w, v = np.linalg.eigh(H + SPIN_TAG * S2)
    s2 = np.sum(v * (S2 @ v), axis=0)
    spin = (np.sqrt(1 + 4 * np.maximum(s2, 0)) - 1) / 2
    assert np.max(np.abs(spin - np.round(spin))) < 1e-5
    energy = w - SPIN_TAG * s2
    order = np.argsort(energy)
    return energy[order], np.round(spin[order]).astype(int)


def levels(h, u, V=None):
    n = len(h) // 2
    return joint_levels(hamiltonian(h, u, n, n, V), spin_squared(len(h), n))


def triplet_margin(E, S):
    """Lowest energy of any other spin minus lowest triplet energy."""
    return E[S != 1].min() - E[S == 1].min()


def near_hopping(sites):
    return np.where(np.abs(cdist(sites, sites) - 1) < 1e-9, -t, 0.0)


def is_connected(h):
    return connected_components(h != 0, directed=False)[0] == 1


def heisenberg(J):
    """Sum over pairs of J_xy S_x.S_y at zero total S_z."""
    L = len(J)
    states = basis(L, L // 2)
    index = {m: i for i, m in enumerate(states)}
    H = np.zeros((len(states), len(states)))
    for i, m in enumerate(states):
        for x, y in combinations(range(L), 2):
            if ((m >> x) ^ (m >> y)) & 1:
                H[i, i] -= J[x, y] / 4
                H[index[m ^ (1 << x) ^ (1 << y)], i] += J[x, y] / 2
            else:
                H[i, i] += J[x, y] / 4
    return H


# --- every way of removing two sites from the 2 x 4 ladder
ladder = [(i, r) for i in range(4) for r in range(2)]
count = {"same": 0, "opposite": 0, "cut": 0}
for pair in combinations(ladder, 2):
    rest = np.array([s for s in ladder if s not in pair], float)
    h = near_hopping(rest)
    same = (sum(pair[0]) - sum(pair[1])) % 2 == 0
    for u in (2 * t, U):
        E, S = levels(h, u)
        if is_connected(h):
            assert S[0] == (1 if same else 0) and E[1] - E[0] > 1e-6
        elif same:                         # two separate spins 1/2
            assert abs(E[1] - E[0]) < 1e-9 and set(S[:2]) == {0, 1}
            assert E[2] - E[0] > 1e-6
    if is_connected(h):
        count["same" if same else "opposite"] += 1
    elif same:
        count["cut"] += 1

# --- other imbalances: intact 2 x 3 ladder and a five-armed star
E, S = levels(near_hopping(np.array(ladder[:6], float)), U)
assert S[0] == 0
star = np.zeros((6, 6))
star[0, 1:] = star[1:, 0] = -t
E, S_star = levels(star, U)
assert S_star[0] == 2 and E[1] - E[0] > 1e-6

# --- worked example: opposite corners of one sublattice removed
removed = [(0, 0), (3, 1)]
sites = np.array([s for s in ladder if s not in removed], float)
L, n = len(sites), len(sites) // 2
eps = np.where(sites.sum(axis=1) % 2 == 0, 1, -1)
n_A, n_B = int(np.sum(eps == 1)), int(np.sum(eps == -1))
h = near_hopping(sites)
E, S = levels(h, U)
E0, gap, excited_spin = E[0], E[1] - E[0], S[1]
singlet_gap = E[S == 0].min() - E0
zero_modes = int(np.sum(np.abs(np.linalg.eigvalsh(h)) < 1e-10))

# the role of U: free electrons and attraction
E_free, S_free = levels(h, 0.0)
free_set = S_free[np.abs(E_free - E_free[0]) < 1e-9]
assert zero_modes == 2 and sorted(free_set) == [0, 0, 0, 1]
assert levels(h, -U)[1][0] == 0

# sectors of higher S_z see the same multiplet, then lose it
w1, v1 = np.linalg.eigh(hamiltonian(h, U, n + 1, n - 1))
w2 = np.linalg.eigvalsh(hamiltonian(h, U, n + 2, n - 2))
assert abs(w1[0] - E0) < 1e-10 and w2[0] > E0 + 1e-6
prob = v1[:, 0].reshape(len(basis(L, n + 1)), -1) ** 2
site_spin = 0.5 * (prob.sum(1) @ occupations(L, n + 1)
                   - prob.sum(0) @ occupations(L, n - 1))
spin_A, spin_B = site_spin[eps == 1].sum(), site_spin[eps == -1].sum()
assert abs(spin_A + spin_B - 1) < 1e-10

# --- amplitude matrix W after the particle-hole map
psi = np.linalg.eigh(hamiltonian(h, U, n, n))[1][:, 0].reshape(len(basis(L, n)), -1)
index = {m: i for i, m in enumerate(basis(L, n))}
W = np.zeros_like(psi)
for j, holes in enumerate(basis(L, n)):
    state, sign = (1 << L) - 1, 1
    for x in reversed([x for x in range(L) if (holes >> x) & 1]):
        sign *= eps[x] * (-1) ** bin(state & ((1 << x) - 1)).count("1")
        state ^= 1 << x
    W[:, j] = sign * psi[:, index[state]]
W *= np.sign(np.trace(W))
K = one_body(h, n)
Lx = [np.diag(occupations(L, n)[:, x] - 0.5) for x in range(L)]
residual = K @ W + W @ K - U * sum(l @ W @ l for l in Lx) - (E0 - U * L / 4) * W
W_eigs = np.linalg.eigvalsh((W + W.T) / 2)
assert np.max(np.abs(residual)) < 1e-10 and np.max(np.abs(W - W.T)) < 1e-9
assert W_eigs[0] > 1e-7


def energy_form(M):
    return 2 * np.trace(K @ M @ M) - U * sum(np.trace(M @ l @ M @ l) for l in Lx)


rng = np.random.default_rng(5)
for _ in range(20):
    M = rng.normal(size=W.shape)
    M = M + M.T
    m_val, m_vec = np.linalg.eigh(M)
    assert energy_form((m_vec * np.abs(m_val)) @ m_vec.T) < energy_form(M)

# --- reference spin model S_A.S_B
J_ref = (np.outer(eps, eps) < 0).astype(float)
r_val, r_vec = np.linalg.eigh(heisenberg(J_ref))
up_on_B = occupations(L, n)[:, eps == -1].sum(axis=1)
r = r_vec[:, 0] * (-1) ** up_on_B
r *= np.sign(r.sum())
a, b = max(n_A, n_B) / 2, min(n_A, n_B) / 2
assert abs(r_val[0] + b * (a + 1)) < 1e-10 and r.min() > 1e-6
overlap = float(r @ np.diag(W))
assert overlap > 0
S2_spins = 2 * heisenberg(np.ones((L, L))) + 0.75 * L * np.eye(len(r))
assert joint_levels(heisenberg(J_ref), S2_spins)[1][0] == 1

# --- strong-coupling exchange J = 4 t^2 / U
bonds = (h != 0).astype(float)
U_big = 100 * t
gap_hub = triplet_margin(*levels(h, U_big))
gap_spin = triplet_margin(*joint_levels(4 * t**2 / U_big * heisenberg(bonds), S2_spins))
assert abs(gap_hub / gap_spin - 1) < 0.02   # next order is (t/U)^2 times about ten
J = 4 * t**2 / U
gap_J = triplet_margin(*joint_levels(J * heisenberg(bonds), S2_spins))

# --- charge gap and temperature
E_minus = np.linalg.eigvalsh(hamiltonian(h, U, n, n - 1))[0]
E_plus = np.linalg.eigvalsh(hamiltonian(h, U, n + 1, n))[0]
charge_gap = E_plus + E_minus - 2 * E0
assert abs((E_plus - E_minus) / 2 - U / 2) < 1e-10
kB = const.k / const.e


def thermal(T):
    weight = (2 * S + 1) * np.exp(-(E - E0) / (kB * T))
    weight /= weight.sum()
    return weight[0], float(weight @ (S * (S + 1)))


(p300, s300), (p10, s10) = thermal(300), thermal(10)

# --- neglected effects, sized for the same cluster
mass_ratio, depth_eV, eps_r = 0.3, 0.56, (11.7 + 3.9) / 2
decay_nm = 1e9 * const.hbar / np.sqrt(2 * mass_ratio * const.m_e * depth_eV * const.e)
dist = cdist(sites, sites)
far = dist > 1e-9
h_far = np.where(far, -t * np.exp(-(dist - 1) * spacing_nm / decay_nm), 0.0)
diag_ratio = np.exp(-(np.sqrt(2) - 1) * spacing_nm / decay_nm)
coulomb_nm = 1e9 * const.e / (4 * np.pi * const.epsilon_0 * eps_r)
V = np.where(far, coulomb_nm / (spacing_nm * np.where(far, dist, 1.0)), 0.0)
cases = {"far hopping": levels(h_far, U), "Coulomb": levels(h, U, V),
         "both": levels(h_far, U, V)}
diagonal_bonds = np.abs(dist - np.sqrt(2)) < 1e-9


def margin_with_diagonal(ratio):
    return triplet_margin(*levels(h - ratio * t * diagonal_bonds, U))


grid = np.linspace(0, 1, 11)
margins = [margin_with_diagonal(x) for x in grid]
cross = [i for i in range(10) if margins[i] > 0 >= margins[i + 1]]
critical = (f"{brentq(margin_with_diagonal, grid[cross[0]], grid[cross[0] + 1], xtol=1e-4):.3f}"
            if cross else "none up to 1")
level_spread, samples = 0.10, 20
disorder = [levels(h + np.diag(rng.normal(0, level_spread, L)), U)
            for _ in range(samples)]
kept = sum(int(s[0] == 1) for _, s in disorder)
worst = min(triplet_margin(*es) for es in disorder)
g_shift = 0.006
density_cm2 = 1e12
mean_nm = 1e7 / np.sqrt(density_cm2)
t_mean = t * np.exp(-(mean_nm - spacing_nm) / decay_nm)

print(f"hopping t = {t:.3f} eV, repulsion U = {U:.2f} eV, U/t = {U/t:.1f}")
print(f"site spacing = {spacing_nm:.2f} nm")
print(f"connected, same sublattice: {count['same']} pairs, all S = 1")
print(f"connected, opposite sublattices: {count['opposite']} pairs, all S = 0")
print(f"cut, same sublattice: {count['cut']} pairs, S = 0 and 1 degenerate")
print(f"five-armed star: S = {S_star[0]}")
print(f"example: sites on A = {n_A}, on B = {n_B}, electrons = {2*n}")
print(f"zero modes at U = 0: {zero_modes}")
print(f"S_z = 0 ground states at U = 0: {len(free_set)}, spins {sorted(map(int, free_set))}")
print(f"ground energy = {E0:.6f} eV, ground spin S = {S[0]}")
print(f"first excited level = {1e3*gap:.3f} meV, its spin = {excited_spin}")
print(f"lowest singlet above triplet = {1e3*singlet_gap:.3f} meV")
print(f"S_z on A = {spin_A:.4f}, on B = {spin_B:.4f} (S_z = 1 state)")
print(f"W: size {len(W)}, smallest eigenvalue = {W_eigs[0]:.3e}")
print(f"W: largest eigenvalue = {W_eigs[-1]:.4f}")
print(f"reference model lowest energy = {r_val[0]:.4f} (unit exchange)")
print(f"overlap with reference state = {overlap:.4f}")
print(f"exchange 4t^2/U = {1e3*J:.3f} meV")
print(f"gap from exchange model = {1e3*gap_J:.3f} meV")
print(f"gap ratio Hubbard/exchange at U = 100 t = {gap_hub/gap_spin:.5f}")
print(f"charge gap = {charge_gap:.4f} eV")
print(f"kT at 300 K = {1e3*kB*300:.2f} meV, at 10 K = {1e3*kB*10:.3f} meV")
print(f"ground triplet weight: 300 K {p300:.4f}, 10 K {p10:.4f}")
print(f"mean S(S+1): 300 K {s300:.3f}, 10 K {s10:.3f}, free spins {0.75*L:.2f}")
print("Neglected effects")
print(f"decay mass = {mass_ratio:.1f} m_e, depth = {depth_eV:.2f} eV")
print(f"decay length = {decay_nm:.3f} nm")
print(f"diagonal/near hopping = {diag_ratio:.3f}")
print(f"diagonal ratio where S = 1 is lost: {critical}")
print(f"relative permittivity = {eps_r:.1f}, neighbour Coulomb = {V.max():.3f} eV")
for name, (e, s) in cases.items():
    print(f"with {name}: S = {s[0]}, triplet margin = {1e3*triplet_margin(e, s):.3f} meV")
print(f"level spread {level_spread:.2f} eV: S = 1 in {kept} of {samples} samples")
print(f"smallest triplet margin among them = {1e3*worst:.3f} meV")
print(f"spin-orbit scale (g shift {g_shift}) = {1e3*J*g_shift/2:.4f} meV")
print(f"density {density_cm2:.0e} cm^-2: mean spacing = {mean_nm:.1f} nm")
print(f"hopping there = {t_mean:.2e} eV, exchange = {4*t_mean**2/U:.2e} eV")
print("verified")
```

Output:

```
hopping t = 0.050 eV, repulsion U = 0.60 eV, U/t = 12.0
site spacing = 0.77 nm
connected, same sublattice: 6 pairs, all S = 1
connected, opposite sublattices: 14 pairs, all S = 0
cut, same sublattice: 6 pairs, S = 0 and 1 degenerate
five-armed star: S = 2
example: sites on A = 2, on B = 4, electrons = 6
zero modes at U = 0: 2
S_z = 0 ground states at U = 0: 4, spins [0, 0, 0, 1]
ground energy = -0.063227 eV, ground spin S = 1
first excited level = 6.059 meV, its spin = 0
lowest singlet above triplet = 6.059 meV
S_z on A = -0.4370, on B = 1.4370 (S_z = 1 state)
W: size 20, smallest eigenvalue = 8.278e-02
W: largest eigenvalue = 0.3850
reference model lowest energy = -3.0000 (unit exchange)
overlap with reference state = 0.9172
exchange 4t^2/U = 16.667 meV
gap from exchange model = 5.554 meV
gap ratio Hubbard/exchange at U = 100 t = 1.00148
charge gap = 0.4379 eV
kT at 300 K = 25.85 meV, at 10 K = 0.862 meV
ground triplet weight: 300 K 0.1657, 10 K 0.9997
mean S(S+1): 300 K 3.232, 10 K 1.999, free spins 4.50
Neglected effects
decay mass = 0.3 m_e, depth = 0.56 eV
decay length = 0.476 nm
diagonal/near hopping = 0.512
diagonal ratio where S = 1 is lost: 0.644
relative permittivity = 7.8, neighbour Coulomb = 0.240 eV
with far hopping: S = 1, triplet margin = 2.960 meV
with Coulomb: S = 1, triplet margin = 10.660 meV
with both: S = 1, triplet margin = 6.489 meV
level spread 0.10 eV: S = 1 in 20 of 20 samples
smallest triplet margin among them = 5.677 meV
spin-orbit scale (g shift 0.006) = 0.0500 meV
density 1e+12 cm^-2: mean spacing = 10.0 nm
hopping there = 1.91e-10 eV, exchange = 2.44e-19 eV
verified
```
